Why tensile strain lowers the in-plane conductivity mass of silicon

**1. The fact to be explained**

Stretch a silicon layer by 1% in both directions of its (001) plane. In the calculation followed here, at 300 K, the mass that governs in-plane conduction falls from 0.270 to 0.200 m_e. At fixed relaxation time the in-plane mobility rises by 35%, while the vertical mobility, along the growth axis, falls to 30% of its unstrained value. These figures use the band-edge masses of the individual conduction valleys and keep them fixed. In the bands strained by 1% the inverse masses do change, but by less than 2%.

The large change must therefore come from which valleys the electrons occupy. Four contributions have to be separated: the shape of the strained cell, the energy shift of the valleys, the contrast between the valley masses, and the thermal populations. Scattering is held fixed throughout, so the result is a gain from mass alone.

Algebra is in atomic units, with ħ, the electron mass m_e and the elementary charge equal to one. Energies are quoted in eV and lengths in angstrom.

**2. The shape of the layer**

The layer grows coherently on a thick (001) substrate with a larger lattice constant. The substrate sets equal in-plane strains, e_xx = e_yy = e, with e > 0 for tension. The top surface is free, so the cell can adjust its height. There is no shear.

For a cubic crystal the elastic energy density is

U = ½C11(2e² + e_zz²) + C12(e² + 2e e_zz).

Zero vertical stress means that U is stationary in e_zz:

∂U/∂e_zz = C11 e_zz + 2C12 e = 0,

e_zz = −2(C12/C11)e.  (1)

With the rounded input C12/C11 = 0.39, an in-plane strain of 1% gives a vertical strain of −0.78%. The in-plane lattice constant goes from 5.430 to 5.484 angstrom and the vertical one to 5.388 angstrom. The layer is stretched sideways and flattened, and both changes contribute to the valley splitting.

**3. The shift of the valleys**

Unstrained silicon has six equivalent conduction minima, two on each cubic axis. The bands used here come from a local empirical pseudopotential in a plane-wave basis, without spin-orbit coupling. The potential is fitted to silicon, so the bands are not a first-principles prediction. They place the minima at 0.847 of 2π/a from the zone centre, where a is the lattice constant. The lowest conduction level at L lies 0.98 eV higher and that at Γ 2.25 eV higher. Both are far above kT = 0.0259 eV, so the six valleys suffice.

Take a valley on the z axis. To first order in strain its energy shift is linear in the strain components. The valley has fourfold symmetry about z, so e_xx and e_yy enter with the same coefficient A, while e_zz may have another, B:

δE_z = A(e_xx + e_yy) + B e_zz.

Define Ξ_d = A and Ξ_u = B − A. Then

δE_z = Ξ_d(e_xx + e_yy + e_zz) + Ξ_u e_zz.

Cubic symmetry gives a valley on axis i the same form with e_ii in the last term. The first term is common to all six valleys and cancels in differences.

Let E2 be the energy of the two z valleys, E4 that of the four in-plane valleys, and D = E4 − E2. Then

D = Ξ_u(e_xx − e_zz) = Ξ_u(1 + 2C12/C11)e.  (2)

The sign of Ξ_u decides the direction of the effect. If Ξ_u is positive, tension lowers the z valleys relative to the others. Separately strained crystals give Ξ_u = 8.30 eV, and hence

D/e = 8.30 × (1 + 0.78) = 14.77 eV.

Of the factor 1.78, the sideways stretch supplies 1 and the flattening 0.78. Without the vertical response the splitting would be only 56% as large.

Where does the positive sign come from? Differentiate the energy of a valley state with respect to e_zz. For a normalized eigenstate |c⟩ of H, the terms from the change of the state add up to E d⟨c|c⟩/de_zz = 0. The valley may also move in k, but the energy is stationary in k at a minimum, so this has no first-order effect. What remains is

dE/de_zz = ⟨c| ∂H/∂e_zz |c⟩.

The plane-wave labels are kept fixed relative to the deformed cell. The atoms keep their relative places in it too: each sits on a fourfold rotation-inversion axis along z, and no displacement vector is unchanged by that operation.

A plane wave with momentum p has kinetic energy ½(p_x² + p_y² + p_z²). Stretching the cell along z changes p_z to p_z/(1 + e_zz), so

∂(½p_z²)/∂e_zz = −p_z² at e_zz = 0.

Since Ξ_u is the response of a z valley minus that of an x valley, its kinetic part is

Ξ_u(kinetic) = ⟨p_z²⟩ in an x valley − ⟨p_z²⟩ in a z valley.

The computed value is +6.15 eV. The valley state therefore has a larger mean-square momentum across its axis than along it. With the plane-wave coefficients held fixed, stretching along an axis lowers the kinetic energy of every valley state, but it lowers it least for the valleys on that axis.

The potential part is +2.15 eV. It involves the Fourier components of the atomic potential, divided by the volume per atom. The change of volume scales the whole potential, and ⟨V⟩ is the same in equivalent valleys, so that piece cancels in the difference. The remainder comes from the shift of the wave vectors at which the atomic potential is evaluated. It thus depends on the slope of the fitted potential, whereas the kinetic part needs only the unstrained states.

In this model the kinetic part is about three quarters of Ξ_u, and both parts have the same sign. The share is a property of the fitted pseudopotential and its smooth states, not a measurable property of silicon. Scaling the slope of the potential by factors from 0.5 to 1.5 leaves the unstrained bands unchanged but moves Ξ_u from 7.2 to 9.4 eV and the kinetic share from 85% to 66%. Their sum was tested against the valley energies of separately strained crystals and agreed to within 1%.

**4. The contrast between the masses**

A shift of electrons between valleys would not matter if all valleys had the same mass in the direction of the current. To see why they differ, move a small distance q from the minimum along axis i. The Hamiltonian acting on the periodic part of the state changes by

δH = q p_i + ½q²,

where p_i is the momentum operator at the minimum. To second order in q,

E(q) = E_c + q⟨c|p_i|c⟩ + ½q² + q² Σ_n |⟨n|p_i|c⟩|²/(E_c − E_n),

with n running over the other bands at the same k. The linear term vanishes at the minimum. Setting the quadratic part equal to q²/(2m_i) gives

1/m_i = 1 + 2 Σ_n |⟨n|p_i|c⟩|²/(E_c − E_n).  (3)

Bands below the conduction band make the mass smaller, and bands above make it larger. Across the valley axis the numbers are, in units of 1/m_e,

1/m_t = 1 + 4.136 − 0.125 = 5.011,

and along it

1/m_l = 1 + 0.281 − 0.194 = 1.087.

The second term in each line is the valence-band part and the third is the remainder, from higher bands. The valence bands cause most of the contrast: they contribute 4.136 across the axis but 0.281 along it. Finite differences of the band energies were used to test both sums.

The masses are m_t = 0.1995 m_e and m_l = 0.920 m_e, with ratio

r = m_t/m_l = 0.217.

A z valley has the small mass m_t along both x and y. An x valley has m_l along x and m_t along y. A current along x or y therefore meets a heavy direction in half of the four in-plane valleys, but in neither of the z valleys.

**5. From masses to mobility**

Apply a weak electric field F along axis i. The electron charge is −1, so dk_i/dt = −F. Let f be the occupation, f0 its equilibrium value and τ a constant relaxation time, equal for all valleys. The steady Boltzmann equation is

−F ∂f/∂k_i = −(f − f0)/τ.

To first order in F, f on the left may be replaced by f0. With velocity v_i = ∂E/∂k_i,

f − f0 = τF ∂f0/∂k_i = τF v_i (df0/dE).

The current density carries another factor −1 from the charge. With two spin states, the conductivity is

σ_ii = 2τ ∫ d³k/(2π)³ v_i²(−df0/dE).

Now v_i(df0/dE) = ∂f0/∂k_i. Integrate by parts; f0 vanishes far from the valley, so the boundary term is zero:

σ_ii = 2τ ∫ d³k/(2π)³ f0 ∂v_i/∂k_i.

In a parabolic valley v_i = k_i/m_i, with k measured from the minimum. Hence ∂v_i/∂k_i = 1/m_i, and a valley containing n_v electrons per volume contributes n_v τ/m_i. Dividing the sum over valleys by the total density gives the mobility

μ_i = τ × (average of 1/m_i over the electrons).  (4)

Inverse masses are averaged, not masses. This average defines the inverse conductivity mass 1/m_c. It treats each valley as parabolic at all occupied energies. Away from the minimum the bands depart from a parabola; the X point, where a second conduction band touches the first, lies only 0.13 eV above the minimum. In these bands the thermally averaged masses at 300 K are about 0.219 m_e across the axis and 0.95 m_e along it, 10% and 3% above the band-edge values. The conductivity masses themselves are therefore underestimated by nearly 10%. The gain depends only on the ratio of the masses and changes by less than 1% for nondegenerate electrons. That correction is left out here.

**6. The populations**

For nondegenerate electrons with chemical potential ζ, the density in a valley with minimum E_v is

n_v = 2e^((ζ − E_v)/kT) ∏_i ∫ dk_i/(2π) e^(−k_i²/(2m_i kT)).

Each Gaussian integral, including its 1/(2π), equals (m_i kT/2π)^½, so

n_v = 2(m_t² m_l)^½ (kT/2π)^(3/2) e^((ζ − E_v)/kT).

The mass factor is the same for every valley, whatever its orientation. Only the energies and the numbers of valleys affect the ratio of populations. With x = D/kT, the two groups have weights 2 and 4e^(−x), and the fraction in the z valleys is

f2 = 2/(2 + 4e^(−x)) = 1/(1 + 2e^(−x)).  (5)

At D = 0 this is 1/3, as it must be for two valleys out of six.

**7. The gain**

The in-plane valleys hold the fraction 1 − f2, half of it on the x axis and half on the y axis. For current along x,

1/m_c = f2/m_t + (1 − f2)(1/m_t + 1/m_l)/2.

Collect the terms in f2:

1/m_c = (1/m_t + 1/m_l)/2 + f2(1/m_t − 1/m_l)/2.

At f2 = 1/3 this becomes

1/m_0 = (2/m_t + 1/m_l)/3,

where m_0 is the unstrained conductivity mass. Subtract the two expressions:

1/m_c − 1/m_0 = (f2 − 1/3)(1/m_t − 1/m_l)/2.

Divide by 1/m_0, then multiply numerator and denominator by m_t. With R = m_0/m_c, the in-plane mobility gain at fixed τ,

R = 1 + (f2 − 1/3) · 3(1 − r)/(2(2 + r)).  (6)

The two causes now stand as separate factors. The first is the repopulation, f2 − 1/3. The second is the mass contrast, which would vanish for r = 1 and is here

3 × 0.783/(2 × 2.217) = 0.530.

For a strain of 0.5%, D = 0.0739 eV. Then

x = 0.0739/0.02585 = 2.86,  e^(−x) = 0.0573,

f2 = 1/(1 + 0.1147) = 0.897,

R = 1 + (0.897 − 0.333) × 0.530 = 1.299.

Half a percent of strain thus moves the z-valley share from 33% to 90% and yields a gain of 30%. Quadrature of the Boltzmann integrals over three-dimensional momentum space tested the populations and gains for both signs of D.

**8. Small strain and saturation**

For small x, e^(−x) ≈ 1 − x, so

f2 ≈ 1/(3 − 2x) ≈ 1/3 + 2x/9,

R − 1 ≈ x(1 − r)/(3(2 + r)) = 0.118x.  (7)

At 0.1% strain x = 0.57, and (7) predicts a gain of 6.7%. The full formula gives 7.2%. The reason for the excess follows from differentiating (5):

df2/dx = 2e^(−x) f2² = f2(1 − f2).

This rate is largest at f2 = 1/2, not at the starting value 1/3. The gain therefore at first rises faster than linearly. Its steepest point is at x = ln 2, or D = 0.018 eV, which corresponds to 0.12% strain at 300 K.

Further on, the in-plane valleys empty and there is little left to transfer. As x → ∞, f2 → 1 and

R → 1 + (2/3) · 3(1 − r)/(2(2 + r)) = 3/(2 + r) = 1.353.  (8)

In this model the in-plane gain stays below 3/(2 + r), which for any positive r is below 3/2. The factor 3/2 has a simple meaning: if m_l were infinite, one third of the unstrained electrons would not contribute to a current along x, and strain would bring them all into use.

For the increase R − 1 to reach 90% of its maximum, the repopulation must be 90% of its maximum 2/3:

f2 = 1/3 + 0.9 × 2/3 = 14/15.

Solving (5) for the exponential gives

e^(−x) = (1 − f2)/(2f2) = 1/28,  x = ln 28 = 3.33.

At 300 K this means D = 0.086 eV and a strain of 0.58%. Going from 1.0% to 1.5% strain raises the gain computed with fixed masses only from 1.350 to 1.353. That increment is smaller than the effect of the neglected mass changes, weighed in section 10. With the strained bands of the model the gain in fact falls slightly over this range, from 1.326 to 1.318, because m_t keeps growing.

Temperature enters through x = D/kT. With D and the masses held fixed, halving the temperature is equivalent to doubling the strain. Thus 0.5% strain at 150 K gives R = 1.350, the value for 1% at 300 K. At 450 K the same 0.5% gives 1.232.

**9. The other direction and the other sign**

For a vertical current the roles are reversed. The z valleys have the heavy mass along z and the in-plane valleys the light one:

1/m_zz = f2/m_l + (1 − f2)/m_t.

Each valley, whatever its axis, has inverse masses along x, y and z that add up to 2/m_t + 1/m_l. Transfer between valleys cannot change this sum. Dividing by 1/m_0, and writing R_z for the vertical mobility ratio at fixed τ,

2R + R_z = 3.  (9)

At 1% strain this reads 2 × 1.350 + 0.300 = 3.000. As long as the valley masses are fixed, the in-plane gain is paid for by the vertical direction. The claim that tension raises electron mobility therefore needs the current direction to be stated.

Under compression e and D are negative, and the four in-plane valleys fill. As f2 → 0,

R → 1 − (1 − r)/(2(2 + r)) = 3(1 + r)/(2(2 + r)) = 0.823.

The in-plane mobility now falls, but by at most 18%, against a possible rise of 35% in tension. The two-to-one ratio comes from the starting population: f2 can rise by 2/3 but fall by only 1/3. By (9), the vertical mobility under strong compression approaches

3 − 3(1 + r)/(2 + r) = 3/(2 + r),

the same limit as the in-plane mobility under tension. In both cases the occupied valleys have the light mass along the current.

**10. Weighing what was left out**

**Strain dependence of the bands.** At 1% strain the linear law (2) gives D = 0.1477 eV, while the directly computed strained bands give 0.1484 eV. This 0.5% difference hardly matters, since f2 is already 0.993. The masses matter more. The in-plane mass of the z valleys grows from 0.1995 to 0.2031 m_e. With the directly computed splitting and masses, the gain is 1.326 instead of 1.350. The correction is −1.7%, nearly the same as the fall in 1/m_t, as expected when almost all electrons are in the z valleys. Formula (8) is thus a bound for fixed masses, and strain can move it slightly.

**Degeneracy.** At high density the Boltzmann factor must be replaced by Fermi-Dirac occupation. Let u be the kinetic energy divided by kT and η the chemical potential above the z-valley edge, also divided by kT. For x > 0 the occupation at the same u in an upper valley is

1/(e^(u + x − η) + 1) > 1/(e^(u + x − η) + e^x) = e^(−x)/(e^(u − η) + 1).

The upper valleys therefore keep a larger share than Boltzmann statistics assigns them. The reason is that states in the lower valleys are partly blocked. At 0.5% strain and η = 2, a density of about 3 × 10¹⁹ cm⁻³, f2 drops from 0.897 to 0.791 and the gain from 1.299 to 1.243 for parabolic valleys. At such filling the parabola is no longer accurate: the unstrained bands of the model, shifted rigidly by D, give about 1.21. At η = −5 the gain agrees with the Boltzmann value to about 0.0001. For parabolic valleys equation (6) itself survives degeneracy, because the integration by parts holds for any f0; it is (5) that must be changed.

**Scattering.** If the relaxation time also changes, but remains common to all valleys and energies, the total mobility gain is

μ/μ_0 = R · τ/τ_0,

where μ_0 and τ_0 refer to the unstrained layer. Suppose that a total gain of 2 were found. Mass alone can supply less than 1.353, so the relaxation time would have to grow by a factor of more than 2/1.353 = 1.48. The number 2 is an assumption for illustration, and the calculation does not predict τ.

There is a reason to expect τ to change. An electron in a z valley with kinetic energy E can reach an in-plane valley by absorbing a phonon of energy ω only if E + ω ≥ D. Once D exceeds ω, any further growth of D lowers the fraction of z-valley electrons that satisfy this condition, and that route of scattering weakens for the average z-valley electron. How much this lengthens τ depends on the strength of all the other routes, which are not calculated here. Once the two groups have different relaxation times τ2 and τ4, each independent of energy, (4) must be replaced by

μ = f2 τ2/m_t + (1 − f2)τ4(1/m_t + 1/m_l)/2,

and mass and scattering no longer separate into two factors.

**The layer itself.** Equation (2) assumes that the layer keeps the in-plane lattice constant of its substrate. If dislocations relax part of the mismatch, e is the strain that remains. In a very thin layer, confinement along z shifts the two groups by different amounts, because their masses along z differ. The z valleys, being heavier along z, are raised less, so D increases. This enlarges the splitting under tension and opposes it under compression. The results above are for a coherent layer thick enough for bulk valleys. These two conditions compete, because the thickness that can stay free of dislocations in equilibrium shrinks as the strain grows. The Matthews-Blakeslee estimate is about 9 nm at 1% strain and 5 nm at 1.5%, and hard-wall confinement at these thicknesses adds roughly 17 and 50 meV to D, comparable with kT. Confinement also favours the z valleys in an unstrained thin layer or inversion layer, so there the starting share exceeds 1/3 and less gain is left for strain than equation (6) gives.

The full set of values, including the table of gain against strain, is in the numerical output below.

Computed values

```
lattice constant: 5.430 angstrom
elastic ratio C12/C11: 0.39
temperature: 300 K; kT: 0.02585 eV
plane waves: 331; in larger basis: 609
valley position: 0.8471 of 2 pi/a
indirect gap: 1.189 eV
L level above valley: 0.983 eV
Gamma level above valley: 2.246 eV
m_t: 0.1995 m_e; m_l: 0.9203 m_e; r: 0.2168
1/m_t: 5.0113; valence part: 4.1363 (1/m_e)
1/m_l: 1.0865; valence part: 0.2805 (1/m_e)
Xi_u: 8.300 eV
Xi_u kinetic part: 6.150 eV
Xi_u potential part: 2.150 eV
splitting per unit in-plane strain: 14.774 eV
unstrained conductivity mass: 0.2700 m_e
strain %, D eV, f2, m_c m_e, in-plane gain, vertical gain:
 -1.0  -0.1477 0.0016 0.3276 0.8242 1.3515
 -0.5  -0.0739 0.0279 0.3222 0.8381 1.3237
  0.0   0.0000 0.3333 0.2700 1.0000 1.0000
  0.1   0.0148 0.4696 0.2519 1.0722 0.8556
  0.2   0.0295 0.6106 0.2355 1.1469 0.7061
  0.5   0.0739 0.8970 0.2079 1.2987 0.4026
  1.0   0.1477 0.9934 0.2001 1.3498 0.3004
  1.5   0.2216 0.9996 0.1996 1.3531 0.2938
in-plane gain limit, tension: 1.3533
in-plane gain limit, compression: 0.8234
vertical gain limit, tension: 0.2934
initial slope dR/d(D/kT): 0.1178
90% of maximum gain: D = 0.0861 eV
90% of maximum gain: strain = 0.583 %
1% strain, in-plane lattice: 5.4843 angstrom
1% strain, vertical lattice: 5.3876 angstrom
1% strain, vertical strain: -0.780 %
1% strain, D linear law: 0.1477 eV
1% strain, D direct bands: 0.1484 eV
1% strain, D larger basis: 0.1484 eV
1% strain, z-valley in-plane mass: 0.2031 m_e
1% strain, largest 1/m change: 1.76 %
1% strain, gain with strained bands: 1.3263
0.5% strain, gain at 150 K: 1.3498
0.5% strain, gain at 450 K: 1.2317
0.5% strain, gain at eta=-5: 1.2986
0.5% strain, gain at eta=+2: 1.2427; f2: 0.7914
assumed total mobility gain: 2.0
least relaxation-time factor: 1.4779
```
